# Unbiased stochastic traces and densities with a PAW overlap matrix

A large electronic system at finite temperature has many partly occupied states. Computing each of them is expensive, although what is wanted is often just a few sums over states: the number of electrons, the density, the energy. One can instead filter random vectors with the Fermi function and average. In an orthonormal basis a single filtered vector serves for all of these sums. In the projector augmented-wave (PAW) and ultrasoft methods the smooth orbitals are not orthonormal in the ordinary sense, and the same recipe then gives a correct electron count from one formula and a wrong density from another.

## The quantities to be sampled

Let $H$ be a real symmetric Hamiltonian matrix and $S$ a real symmetric, positive definite overlap matrix. The states obey

$$Hc_i=E_iSc_i,\qquad C^TSC=1,$$

where the $c_i$ are the columns of $C$. The electrons are spinless, and $H$, $S$, the temperature and the chemical potential $\mu$ are held fixed. The occupations are $f_i=f(E_i)=[1+e^{(E_i-\mu)/kT}]^{-1}$. Hartree atomic units are used. On a one-dimensional grid of spacing $dx$ the coefficient at point $r$ is $\sqrt{dx}$ times the smooth orbital.

Multiplying the eigenvalue equation by $S^{-1}$ gives $S^{-1}HC=CE$, with $E$ diagonal. Since $C^TSC=1$, the inverse of $C$ is $C^TS$. Therefore

$$f(S^{-1}H)=C\,f\,C^TS,\qquad P\equiv C\,f\,C^T=f(S^{-1}H)\,S^{-1}.$$

The density matrix $P$ and the matrix function $f(S^{-1}H)$ are different objects. The smooth density is $P_{rr}/dx$. The electron number is

$$N_e=\mathrm{Tr}\,f(S^{-1}H)=\mathrm{Tr}(PS)=\sum_i f_i .$$

In PAW, $S=1+p\,q\,p^T$. The columns of $p$ are projectors, and $q$ holds the differences in norm between the true and the smooth partial waves. Hence $\mathrm{Tr}(PS)=\mathrm{Tr}P+\mathrm{Tr}(q\,p^TPp)$: smooth charge plus augmentation charge. The second term needs the projector occupancies $p^TPp$, which involve off-diagonal elements of $P$.

A symmetric form will also be needed. Put $\bar H=S^{-1/2}HS^{-1/2}$ and $V=S^{1/2}C$. Then $V^TV=C^TSC=1$, and $\bar HV=S^{-1/2}HC=S^{-1/2}SCE=VE$. So $\bar H$ has the same eigenvalues $E_i$, with orthonormal eigenvectors. With $F=f(\bar H)=VfV^T$, substituting $C=S^{-1/2}V$ gives

$$f(S^{-1}H)=S^{-1/2}F\,S^{1/2},\qquad P=S^{-1/2}F\,S^{-1/2}.$$

## The trace survives plain white noise

Let $\chi$ have independent real entries with mean zero, variance one, vanishing third moment and fourth moment $\kappa$. Gaussian entries have $\kappa=3$; random signs have $\kappa=1$. For any real matrix $A$, symmetric or not,

$$\mathbb E[\chi^TA\chi]=\sum_{ij}A_{ij}\,\mathbb E[\chi_i\chi_j]=\mathrm{Tr}A .$$

Thus $\chi^Tf(S^{-1}H)\chi$ is an unbiased estimate of $N_e$, and no square root of $S$ is required. The overlap enters through the variance. Write the fluctuation as

$$\chi^TA\chi-\mathrm{Tr}A=\sum_iA_{ii}(\chi_i^2-1)+\sum_{i<j}(A_{ij}+A_{ji})\chi_i\chi_j .$$

Products of different terms average to zero, because the entries are independent and each such product leaves a factor of zero mean. The squares give $\mathbb E[(\chi_i^2-1)^2]=\kappa-1$ and $\mathbb E[\chi_i^2\chi_j^2]=1$. With $A_s=(A+A^T)/2$, the off-diagonal part is $\sum_{i<j}4(A_s)_{ij}^2=2\|A_s\|^2-2\sum_iA_{ii}^2$, where $\|\cdot\|^2$ is the sum of squared elements. Hence

$$\mathrm{Var}=2\|A_s\|^2+(\kappa-3)\sum_iA_{ii}^2,\qquad 2\|A_s\|^2=\|A\|^2+\mathrm{Tr}A^2 .$$

Compare $A=S^{-1/2}FS^{1/2}$ with the symmetric choice $F$, which has the same trace. In the eigenbasis of $S$, with eigenvalues $s_a$, $A_{ab}=F_{ab}\sqrt{s_b/s_a}$. Since $F_{ab}^2$ is symmetric in $a$ and $b$, averaging the two orders gives

$$\|A\|^2=\frac12\sum_{ab}F_{ab}^2\left(\frac{s_b}{s_a}+\frac{s_a}{s_b}\right)\ge\sum_{ab}F_{ab}^2=\sum_if_i^2,$$

because a positive number plus its reciprocal is at least 2. Also $\mathrm{Tr}A^2=\mathrm{Tr}F^2=\sum_if_i^2$. For Gaussian noise the symmetric form therefore has variance $2\sum_if_i^2$, and the plain form is never better. They are equal when $F_{ab}=0$ for all $s_a\ne s_b$, that is, when $F$ commutes with $S$. For random signs the subtracted diagonal depends on the representation, and this ordering is not guaranteed.

## The density does not survive it

The natural way to a density that cannot be negative is to filter with the square root of the Fermi function and square the result. Define

$$G=\sqrt f(S^{-1}H)=C\sqrt f\,C^TS=S^{-1/2}g\,S^{1/2},\qquad g=\sqrt f(\bar H).$$

The naive orbital is $\eta=G\chi$. Its mean outer product is $GG^T$. The target can be written with the same $G$:

$$GS^{-1}G^T=C\sqrt f\,C^TS\,S^{-1}\,SC\sqrt f\,C^T=C\sqrt f\,(C^TSC)\sqrt f\,C^T=P .$$

Subtracting, and inserting $G=S^{-1/2}gS^{1/2}$,

$$GG^T-P=G(1-S^{-1})G^T=S^{-1/2}g\,(S-1)\,g\,S^{-1/2}.$$

This is a systematic error: averaging more vectors does not reduce it. For diagonal $q$ its diagonal is $\sum_aq_a(p_a^Tg\,S^{-1/2}e_r)^2$, where $e_r$ is the unit vector at $r$. Norm-raising projectors push the density up and norm-lowering ones push it down. Although $S-1$ lives inside the augmentation regions, $g$ carries the error outside them.

The reason shows in the amplitudes of the eigenstates contained in the noise. A vector $v$ has amplitudes $C^TSv$. For $v=\chi$ their covariance is $C^TS^2C$, which is not the unit matrix unless $S=1$. White noise on the grid is thus not white in the space of states: it enters state $i$ with mean weight $|Sc_i|^2$. The naive PAW charge follows:

$$\mathrm{Tr}(SGG^T)=\mathrm{Tr}(\sqrt f\,C^TS^2C\sqrt f\,C^TSC)=\sum_if_i|Sc_i|^2 .$$

## What noise is required

Replace $\chi$ by $B\chi$, with covariance $\Gamma=BB^T$, and let $\xi=GB\chi$. Then $\mathbb E[\xi\xi^T]=G\Gamma G^T$. Suppose every one-body quantity $\mathrm{Tr}(PO)$, with $O$ symmetric, is to be unbiased. This forces the full matrix equality $G\Gamma G^T=P=GS^{-1}G^T$. At nonzero temperature all $f_i>0$, so $G$ has the inverse $Cf^{-1/2}C^TS$, and removing $G$ from both sides leaves

$$BB^T=S^{-1}.$$

The condition is also sufficient. $B=S^{-1/2}$ fulfils it, giving

$$\xi=\sqrt f(S^{-1}H)\,S^{-1/2}\chi=S^{-1/2}g\chi .$$

It is one choice among many. If $S=LL^T$ is a Cholesky factorization, $B=L^{-T}$ gives $BB^T=L^{-T}L^{-1}=S^{-1}$ equally well. What is needed is the covariance, not a particular root.

The requirement relaxes in three situations.

**Zero temperature.** If $f_i$ is 0 or 1, $G=C_oC_o^TS$, with $C_o$ the occupied columns. Then $G\Gamma G^T=C_o(C_o^TS\Gamma SC_o)C_o^T$, which equals $P=C_oC_o^T$ if and only if the bracket is the unit matrix. The noise in empty states is free, since the filter removes it. A covariance that uses this freedom fails once the occupations become fractional.

**The grid density alone.** Let $K$ be symmetric with zero diagonal, small enough that $P+K$ stays positive definite. The covariance $\Gamma=S^{-1}+G^{-1}KG^{-T}$ gives $\mathbb E[\xi\xi^T]=P+K$. The smooth density is right at every point, but the charge is wrong by $\mathrm{Tr}(SK)$. In a dense seven-dimensional test problem this error was made 0.038 electrons. A correct smooth density is therefore no proof that the augmentation part is correct.

**A product instead of a square.** Since $\mathbb E[(P\chi)_r\chi_r]=P_{rr}$, plain white noise gives an unbiased density if $P\chi=f(S^{-1}H)S^{-1}\chi$ is multiplied by $\chi$. This needs $S^{-1}$ but no root. The price is a product that can be negative, and a different variance.

## The noise that remains

Let $v^T$ be row $r$ of $S^{-1/2}g$, so that $\xi_r=v^T\chi$ and $|v|^2=P_{rr}$. The estimate $\xi_r^2=\chi^Tvv^T\chi$ has $A=vv^T$ in the variance formula:

$$\mathrm{Var}(\xi_r^2)=2P_{rr}^2+(\kappa-3)\sum_jv_j^4 .$$

With $M$ independent Gaussian vectors the relative standard error is $\sqrt{2/M}$ at every point, whatever $S$ is. Random signs lower it, most strongly where $v$ is concentrated on few entries.

For the one-sided product, $A_{ij}=\delta_{ir}P_{rj}$. Thus $\|A\|^2=(P^2)_{rr}$, while $\mathrm{Tr}A^2$ and $\sum_iA_{ii}^2$ both equal $P_{rr}^2$. The variance is

$$(P^2)_{rr}+(\kappa-2)P_{rr}^2 .$$

For random signs this is $\sum_{s\ne r}P_{rs}^2$. The variance of the square never exceeds $2P_{rr}^2$ for random signs, so the product is the noisier one wherever $\sum_{s\ne r}P_{rs}^2>2P_{rr}^2$. This happens when row $r$ of $P$ has many elements comparable to $P_{rr}$. Otherwise the two formulas must be compared.

The count behaves differently with size. The same orbitals give $\xi^TS\xi=\chi^Tg^2\chi=\chi^TF\chi$, the symmetric trace estimate. Because $f_i^2\le f_i$, its relative Gaussian error obeys

$$\frac{1}{N_e}\sqrt{\frac{2\sum_if_i^2}{M}}\le\sqrt{\frac{2}{MN_e}} .$$

The relative error of the total count thus falls with system size at fixed $M$, although its absolute error grows as $\sqrt{\sum_if_i^2}$. The relative error of the density at one point does not fall.

## Applying the root and the filter

The root of $S$ can be reduced to a smaller problem, because the rank of $S-1$ is at most the number of projectors. Assume linearly independent projectors and set

$$R=(p^Tp)^{1/2},\qquad U=pR^{-1},\qquad W=RqR .$$

Then $U^TU=R^{-1}R^2R^{-1}=1$ and $p=UR$, so $S=1+UWU^T$. On the space spanned by $U$, $S$ acts as $1+W$; on its orthogonal complement it acts as 1. Any power is therefore

$$S^a=1+U\left[(1+W)^a-1\right]U^T .$$

Matrix functions are needed just in the dimension of the projectors. That dimension grows with the number of atoms. If projectors on different atoms do not overlap, as in the ring below, $p^Tp$ is block diagonal and the root is built atom by atom. If they overlap, the small matrices couple the atoms, a dense treatment costs the cube of the number of projectors, and an atom-by-atom root is only approximate: in the ring with the projector radius raised from 2 to 4.5 bohr it leaves density errors of up to 5 percent. The formula with $a=-1/2$ requires $1+W$ to be positive definite, which is the condition that $S$ itself is.

For the filter, choose a centre $c$ and half-width $h$ so that $X=(S^{-1}H-c)/h$ has all its eigenvalues between $-1$ and 1. Approximate $\sqrt f(c+hy)$ by a Chebyshev sum $\sum_{k=0}^Ka_kT_k(y)$ and accumulate

$$t_0=S^{-1/2}\chi,\quad t_1=Xt_0,\quad t_{k+1}=2Xt_k-t_{k-1},\quad \xi_K=\sum_{k=0}^Ka_kt_k .$$

$X$ is not symmetric, but this does no harm. Let $\pi_K(E)$ be the polynomial as a function of energy, and $\delta$ its largest deviation from $\sqrt f$ on the interval. The similarity relation gives $\xi_K-\xi=S^{-1/2}[\pi_K(\bar H)-g]\chi$. In the norm $\|v\|_S^2=v^TSv$ the outer roots cancel:

$$\|\xi_K-\xi\|_S=\left|[\pi_K(\bar H)-g]\chi\right|\le\delta|\chi| .$$

The bound is no longer guaranteed if an eigenvalue lies outside the interval, where $T_k(\cosh u)=\cosh ku$ grows exponentially with $k$. If this growth outpaces the decay of the coefficients $a_k$, raising the order makes the error larger instead of smaller. The interval should therefore enclose the spectrum of $S^{-1}H$, not that of $H$.

The order needed is set by the temperature and the width of the spectrum. The function $\sqrt f=[1+e^{(E-\mu)/kT}]^{-1/2}$ has its nearest branch points where the exponential is $-1$, at $E=\mu\pm i\pi kT$. With $z=(\mu-c+i\pi kT)/h$, the error falls as $\rho^{-K}$, apart from an algebraic factor, where $\rho=|z+\sqrt{z^2-1}|$ on the branch with $\rho>1$. Let $x_0=(\mu-c)/h$ lie away from the ends of the interval. For small $kT$, expanding $\ln\rho=|\mathrm{Im}\arccos z|$ to first order gives $\ln\rho\approx\pi kT/(h\sqrt{1-x_0^2})$. Halving the temperature then doubles the order for a given exponential reduction. On a grid $\mu$ usually lies near the lower end of a wide spectrum, and the doubling is then only approximate: in the ring below $x_0=-0.95$, and the order needed for a uniform error of $10^{-6}$ is about 62, 110 and 206 at $kT=0.1$, 0.05 and 0.025 hartree with $\mu$ fixed.

## A ring with eight wells

The model is a ring of 96 points with spacing 0.5 bohr. It has eight Gaussian wells, 1 hartree deep, slightly displaced from equal spacing. Each well carries an even projector with $q=0.8$ and an odd one with $q=-0.3$, both of radius 2 bohr. The same projectors enter $H$ with strengths 0.2 and $-0.1$ hartree. The eigenvalues of $S$ run from 0.7 to 1.8. There are eight electrons at $kT=0.05$ hartree, with $\mu=-0.1116$ hartree. The sum $\sum_if_i^2=6.511$ lies clearly below 8, so several occupations are fractional. Diagonalization supplies the reference for this discrete model, and 40,000 Gaussian vectors supply the averages.

For the symmetric trace the predicted one-vector spread is $\sqrt{2\times6.511}=3.609$ electrons; the measured spread is 3.588. The standard error of the mean is $3.609/\sqrt{40000}=0.018$, and the mean, 7.987, is 0.013 below 8. The plain trace also gives 7.987, with predicted spread 3.641. Here the gain from symmetrizing the count is about 1 percent in spread. The density is another matter:

| Quantity | Reference | With $S^{-1/2}$ | Naive |
|---|---:|---:|---:|
| Density at a well (1/bohr) | 0.2183 | 0.2167 | 0.3740 |
| Density between wells (1/bohr) | 0.0564 | 0.0568 | 0.0692 |
| PAW charge (electrons) | 8 | 7.987 | 12.904 |
| Even-projector occupancy | 0.437 | 0.434 | 0.747 |

At the well the expected standard error with $S^{-1/2}$ is $0.2183\sqrt{2/40000}=0.0015$ per bohr, about the deviation seen. The naive formula predicts 0.3766 there, 73 percent above the reference. The second point lies outside both neighbouring augmentation regions, yet its predicted value, 0.0688, is 22 percent too high: the filter has carried the error there.

The naive smooth charge is deceptive. Its formula value is 8.25, close to the electron number, whereas the correct smooth charge is 5.35, and augmentation supplies the other 2.65 electrons. This closeness has a cause. In the eigenbasis of $S$,

$$\mathrm{Tr}(GG^T)=\sum_{ab}g_{ab}^2\frac{s_b}{s_a}\ge\sum_{ab}g_{ab}^2=N_e,$$

by the same pairing as in the trace variance, with equality if $g$ and $S$ commute. Each pair $a<b$ adds $g_{ab}^2(s_a-s_b)^2/(s_as_b)$ to the excess. This is of second order in the difference of the eigenvalues; for 1 and 1.8 the factor multiplying $g_{ab}^2$ is 0.36. The excess, 0.25, can therefore be small although $g$ and $S$ do not commute. If they did commute, the naive matrix would be $F$ and the correct one $FS^{-1}$, so an eigenvector of $S$ with eigenvalue 1.8 would have its occupancy raised by that factor. The predicted ratio for the even projector is $0.7526/0.4370=1.72$, near this limit. Checking that the smooth charge is about $N_e$ would thus approve the wrong density; the charge to check is $\xi^TS\xi$. Even this is a necessary test, not a sufficient one, because the errors from norm-raising and norm-lowering projectors can cancel in the total charge.

Bias and noise add in the mean-square error of the naive density: at each point it is $b_r^2+2n_r^2/M$, where $b_r$ is the bias and $n_r$ the naive mean. The measured root-mean-square errors over the grid, in 1/bohr, are:

| $M$ | With $S^{-1/2}$ | Naive |
|---:|---:|---:|
| 20 | 0.0400 | 0.1019 |
| 200 | 0.0131 | 0.0817 |
| 2000 | 0.0041 | 0.0792 |

The first column falls as $M^{-1/2}$ within the sampling scatter. The second settles at the bias, 0.0794. The last measured value lies slightly below this floor through sampling scatter; the expected value is 0.0796. Naive noise and naive bias are equal at $M=\sum_r2n_r^2/\sum_rb_r^2=13.4$, so beyond about 13 vectors the bias is the larger part of the mean-square error.

The numbers of vectors that the alternatives need can be compared through the one-vector density variance, summed over the grid and divided by the summed squared density. Gaussian orbitals give 2.00 and sign orbitals 1.71. The one-sided product gives 7.72 with Gaussian noise and 5.72 with signs, and 37 percent of its one-vector sign values are negative. In this model, squaring orbitals filtered with $\sqrt f$ instead of using the one-sided product thus reduces the number of sign vectors by a factor $5.72/1.71=3.3$ at equal summed variance. This factor belongs to the grid: $(P^2)_{rr}$ scales as $dx$ and $P_{rr}^2$ as $dx^2$, so the relative variance of the product at a grid point grows as the spacing shrinks. The factor is 6.8 at a spacing of 0.25 bohr and 13.7 at 0.125 bohr, while the naive biases stay near 72 and 23 percent.

The Chebyshev error is much smaller than the sampling error. At order 120 the uniform error of the polynomial is $1.7\times10^{-7}$. The largest orbital error in the $S$ norm, relative to $|\chi|$ and taken over 64 vectors, is $5.8\times10^{-8}$, inside the bound. Replacing $f$ by $\pi_K^2$ changes the count by $4.9\times10^{-7}$ electrons. Between orders 60 and 120 the logarithm of the uniform error falls by 0.126 per order, against 0.117 from the branch point. The branch point gives only the asymptotic rate. The algebraic factor $K^{-1/2}$ of an inverse-square-root singularity raises the expected slope over this window to 0.122. The remaining prefactor rises and falls with the order, so slopes taken over other windows between orders 50 and 200 range from 0.115 to 0.130.

The means and variances were also tested without sampling scatter in the seven-dimensional problem, by averaging over all sign vectors and over a three-point rule that reproduces Gaussian moments through fourth order. They agree with the formulas to rounding error. The numerical output below gives the remaining digits.

## Where unbiasedness ends

The result concerns quantities linear in $P$ at fixed $H$, $S$ and $\mu$. Let $y$ be an unbiased estimate with small fluctuations about its mean $\bar y$, and let $Q$ be a smooth nonlinear function. Expanding to second order, the linear term averages to zero and

$$\mathbb E[Q(y)]-Q(\bar y)\approx\tfrac12Q''(\bar y)\,\mathrm{Var}(y)\propto\frac1M .$$

An exchange-correlation energy computed from a noisy density has such a bias. A chemical potential adjusted to a noisy count also has a bias of order $1/M$, but the formula for a single $y$ does not give its size, because the slope of the count with $\mu$ is noisy as well. Such a bias differs in kind from the error of the naive orbitals: it fades as vectors are added, whereas a wrong noise covariance leaves an error that no amount of averaging removes.

## Computed results

```
small pencil: dimension 7, largest scaled mismatch 4.4e-15
small pencil: charge error with correct grid density 3.79e-02 electrons
ring: 96 points, spacing 0.5 bohr, length 48.0 bohr
wells: 8, depth 1.0 hartree, width 1.2 bohr
projector radius 2.0 bohr, displacement amplitude 0.4 bohr
q (even, odd) (0.8, -0.3), D (even, odd) (0.2, -0.1) hartree
overlap eigenvalues: min 0.7000, max 1.8000
energies: min -0.2299, max 7.8337 hartree
levels 8 and 9: -0.1998, -0.0675 hartree
electrons 8.0, kT 0.05 hartree, mu -0.11157 hartree
sum of squared occupations 6.5113
random vectors 40000
trace plain: mean 7.9872 electrons
  Gaussian std measured 3.6204, formula 3.6413 electrons
  random-sign std formula 3.3358 electrons
trace symmetric: mean 7.9867 electrons
  Gaussian std measured 3.5884, formula 3.6087 electrons
  random-sign std formula 3.2984 electrons
smooth density at first well, x = 3.5 bohr, in 1/bohr:
  exact 0.21826, with S^-1/2 0.21671
  naive 0.37400, naive formula 0.37663
smooth density between first two wells, x = 6.0 bohr, in 1/bohr:
  exact 0.05641, with S^-1/2 0.05679
  naive 0.06918, naive formula 0.06880
PAW charge with S^-1/2 7.9867 electrons
PAW charge naive 12.9041, formula 12.9315 electrons
smooth charge exact 5.3549, naive formula 8.2495 electrons
first even projector occupancy: exact 0.43704, with S^-1/2 0.43388
  naive 0.74729, naive formula 0.75256
rms density error in 1/bohr, measured (formula):
  M = 20: S^-1/2 0.03996 (0.04027), naive 0.10190 (0.10259)
  M = 200: S^-1/2 0.01305 (0.01273), naive 0.08169 (0.08199)
  M = 2000: S^-1/2 0.00409 (0.00403), naive 0.07916 (0.07963)
rms naive density bias 0.07937 1/bohr
naive noise equals naive bias at M = 13.4 vectors
summed density variance / summed squared density, one vector:
  Gaussian orbital 2.0000, one-sided 7.7168
  sign orbital measured 1.7039, formula 1.7105
  sign one-sided measured 5.7102, formula 5.7168
negative one-sided sign values: 36.66 percent
Chebyshev uniform error: order 60 3.28e-04, order 120 1.67e-07
Chebyshev decay per order: measured 0.1264, branch point 0.1167
largest relative S-norm orbital error 5.76e-08 (order 120)
electron-count truncation error 4.89e-07 electrons (order 120)
```
